\section*{Swap acceptance and replica count in replica-exchange Monte Carlo}

\section*{Problem}

In replica-exchange Monte Carlo, copies of an alloy are simulated at temperatures $T_1<T_2<\dots$, and neighbouring copies attempt to swap configurations. Let $\beta=1/kT$ with $k$ Boltzmann's constant, and let $E$ be the energy in the sampled weight $e^{-\beta E}$: the configurational or potential energy, with $-\Delta\mu N_A$ included in the semi-grand-canonical ensemble. Momenta are not sampled, so the total heat capacity $C=dU/dT$, $U=\langle E\rangle$, has no kinetic part. Write $c=C/k$.
\begin{enumerate}
\item[(a)] Find the swap rule and its exact equilibrium average $\langle p\rangle$.
\item[(b)] Evaluate $\langle p\rangle$ for Gaussian energy distributions, and find the leading correction.
\item[(c)] How many replicas span $T_{\min}$ to $T_{\max}$ at uniform acceptance $p^*$?
\item[(d)] Solve the case of constant $c$ exactly.
\item[(e)] Take $p^*=0.25$ and 500--1500~K. Count the replicas for an ordering AB alloy on $8\times M$ strips of a square lattice, $E=J\sum_{\langle ij\rangle}s_is_j$, $s_i=\pm1$, $J=25$~meV, and for sets of classical oscillators.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Swap rule and exact average}

Two replicas with $\beta_1>\beta_2$ and energies $E_1,E_2$ have the joint weight $\pi\propto e^{-\beta_1E_1-\beta_2E_2}$. After a swap it is $\pi'\propto e^{-\beta_1E_2-\beta_2E_1}$, so with $\Delta\beta=\beta_1-\beta_2>0$
\begin{equation}
p=\min(1,\pi'/\pi)=\min\!\left(1,e^{\Delta\beta(E_1-E_2)}\right).
\end{equation}
The flow $\pi p=\min(\pi,\pi')$ is the same in both directions, which is detailed balance. A swap that gives the cold replica the lower energy is always accepted.

The energy distributions are $P_i(E)=g(E)e^{-\beta_iE}/Z_i$ with one density of states $g$. The product $g(E_1)g(E_2)$ is symmetric, hence
\begin{equation}
P_1(E_1)P_2(E_2)\,e^{\Delta\beta(E_1-E_2)}=P_1(E_2)P_2(E_1).
\label{eq:id}
\end{equation}
Pairs with $E_1\ge E_2$ contribute $\Pr(E_1>E_2)+\Pr(E_1=E_2)$ to $\langle p\rangle$. Pairs with $E_1<E_2$ contribute, by \eqref{eq:id}, the sum of $P_1(E_2)P_2(E_1)$, in which the argument of $P_1$ is the larger; renaming the summation variables shows that this is $\Pr(E_1>E_2)$ again. Therefore
\begin{equation}
\langle p\rangle=2\Pr(E_1>E_2)+\Pr(E_1=E_2),
\label{eq:exact}
\end{equation}
where the last term vanishes for a continuous spectrum. The acceptance is set by how far the two histograms overlap, but it is not their shared area $\sum_E\min(P_1,P_2)$: for two Gaussians of width $\sigma$ whose means differ by $\Delta U$ that area is $\operatorname{erfc}(\Delta U/2\sqrt2\,\sigma)$, larger than the acceptance $\operatorname{erfc}(\Delta U/2\sigma)$ found in part (b).

A symmetric form follows from the midpoint $\bar\beta=(\beta_1+\beta_2)/2$ and $h=\Delta\beta/2$. With $\bar P$ the distribution at $\bar\beta$, $P_1\propto\bar Pe^{-hE}$ and $P_2\propto\bar Pe^{+hE}$, so the joint density is $\bar P(E_1)\bar P(E_2)e^{hX}$ up to normalization, with $X=E_2-E_1$. Let $f(X)$ be the density of $X$ when both replicas are at $\bar\beta$; it is even. For a continuous spectrum, \eqref{eq:exact} asks for $X<0$, and $X\to-X$ gives
\begin{equation}
\langle p\rangle=\frac{2\int_0^\infty f(X)\,e^{-hX}dX}{\int_{-\infty}^{\infty}f(X)\,e^{hX}dX}.
\label{eq:mid}
\end{equation}
Let $\kappa_n=(-\partial_\beta)^n\ln Z$ at $\bar\beta$ be the cumulants of $E$, so that $\partial_\beta\kappa_n=-\kappa_{n+1}$ and $\kappa_2=\sigma^2$. Cumulants of independent variables add, and those of $-E_1$ are $(-1)^n\kappa_n$. The cumulants of $X$ are thus $0,\,2\kappa_2,\,0,\,2\kappa_4,\dots$: the skewness of $\bar P$ has dropped out.

\subsection*{(b) Gaussian overlap and its correction}

Set $y=X/\sqrt{2\kappa_2}$, $a=h\sqrt{2\kappa_2}=\Delta\beta\,\sigma/\sqrt2$, $\phi(y)=e^{-y^2/2}/\sqrt{2\pi}$ and $Q(a)=\int_a^\infty\phi\,dy=\tfrac12\operatorname{erfc}(a/\sqrt2)$. For Gaussian $f$, completing the square, $-y^2/2\mp ay=-(y\pm a)^2/2+a^2/2$, gives
\begin{equation}
\int_{-\infty}^\infty\phi\,e^{ay}dy=e^{a^2/2},\qquad I_0\equiv\int_0^\infty\phi\,e^{-ay}dy=e^{a^2/2}Q(a),
\end{equation}
and \eqref{eq:mid} becomes
\begin{equation}
\langle p\rangle=2Q(a)=\operatorname{erfc}\!\left(\frac{\Delta\beta\,\sigma}{2}\right),\qquad\sigma=\sigma(\bar\beta).
\label{eq:gauss}
\end{equation}
It tends to $1-\Delta\beta\sigma/\sqrt\pi$ for close temperatures and falls like $e^{-(\Delta\beta\sigma)^2/4}$ for distant ones. A double quadrature of the $\min$ rule at $\Delta\beta\sigma=1.5$ gives $0.28884437$, the value of \eqref{eq:gauss}.

The same completion of the square shows that a Gaussian $\bar P$ times $e^{\mp hE}$ keeps its width and moves its mean by $\mp h\sigma^2$, so $\Delta U=U_2-U_1=\Delta\beta\,\sigma^2$. If instead each histogram is fitted with its own Gaussian, $X$ has mean $\Delta U$ and variance $\sigma_1^2+\sigma_2^2$, and $2\Pr(X<0)$ is
\begin{equation}
\langle p\rangle\approx\operatorname{erfc}\!\left[\frac{\Delta U}{\sqrt{2(\sigma_1^2+\sigma_2^2)}}\right],
\label{eq:ovl}
\end{equation}
which is \eqref{eq:gauss} when the widths are equal, because $\Delta\beta\sigma^2/2\sigma=\Delta\beta\sigma/2$. For unequal widths $\ln(P_2/P_1)$ would be quadratic in $E$, whereas the Boltzmann factors make it linear, so \eqref{eq:ovl} is then a leading-order statement only.

The standardized fourth cumulant of $X$ is $\gamma=2\kappa_4/(2\kappa_2)^2=\kappa_4/2\kappa_2^2$. The characteristic function of $y$ is $e^{-t^2/2}(1+\gamma t^4/24+\dots)$, and a factor $t^4$ is a fourth derivative, so the density is $\phi+(\gamma/24)\phi''''$. Four integrations by parts turn the denominator of \eqref{eq:mid} into $e^{a^2/2}(1+\gamma a^4/24)$. For the numerator, $I_m=\int_0^\infty\phi^{(m)}e^{-ay}dy$ obeys $I_m=-\phi^{(m-1)}(0)+aI_{m-1}$. From $\phi'=-y\phi$, $\phi''=(y^2-1)\phi$, $\phi'''=(3y-y^3)\phi$ the boundary values are $\phi'(0)=\phi'''(0)=0$ and $\phi''(0)=-\phi_0$, with $\phi_0=\phi(0)$:
\begin{align}
I_1&=aI_0-\phi_0, & I_2&=a^2I_0-a\phi_0,\nonumber\\
I_3&=a^3I_0+(1-a^2)\phi_0, & I_4&=a^4I_0+(a-a^3)\phi_0 .
\end{align}
The numerator is $2I_0(1+\gamma a^4/24)+(\gamma/12)(a-a^3)\phi_0$. The bracket cancels against the denominator, and $\phi_0e^{-a^2/2}=\phi(a)$, so to first order in $\gamma$
\begin{equation}
\langle p\rangle=2Q(a)+\frac{\gamma}{12}\,(a-a^3)\,\phi(a).
\label{eq:corr}
\end{equation}
When a system of $N$ sites is large compared with its correlation volume, $\ln Z$ and every $\kappa_n$ are proportional to $N$, so $\gamma\propto1/N$, and for a continuous spectrum the neglected terms ($\gamma^2$, $\kappa_6/\kappa_2^3$) are of order $N^{-2}$. Discrete levels add a term of the same order as $\gamma$. For uniform spacing $d$ and smoothly varying level weights, $I_0$ becomes a trapezoidal sum with step $d_y=d/\sqrt{2\kappa_2}$, the tie term of \eqref{eq:exact} supplying the half weight at $y=0$. The integrand has slope $-a\phi_0$ there, so the Euler--Maclaurin formula adds $d_y^2a\phi_0/12$ to $I_0$, and $\langle p\rangle$ gains $(d^2/12\kappa_2)\,a\,\phi(a)\propto1/N$, which can exceed the term in $\gamma$. The expansion fails when $\gamma$ or the higher standardized cumulants are not small, as for the two-peaked histogram at a first-order transition (where $\gamma$ alone can vanish for unequal peak weights), and the $1/N$ estimate of $\gamma$ is lost when the correlation length reaches the size of the cell. It also fails in the tail: $Q\simeq\phi/a$ at large $a$, so the correction relative to $2Q$ is $-\gamma a^4/24$.

The midpoint matters. At the cold end $\sigma_1^2=\kappa_2-h\kappa_3+\dots$, which replaces $a$ by $a(1-\epsilon)$ with $\epsilon=h\kappa_3/2\kappa_2=a\kappa_3/(2\sqrt2\,\kappa_2^{3/2})\propto N^{-1/2}$. Since $Q'=-\phi$, the predicted acceptance is then shifted by $2a\phi(a)\epsilon$, too high for $\kappa_3>0$ and too low for $\kappa_3<0$, an error of order $N^{-1/2}$ instead of $N^{-1}$.

\subsection*{(c) Number of replicas}

From $U=-\partial_\beta\ln Z$ and $d\beta=-dT/kT^2$,
\begin{equation}
\sigma^2=-\partial_\beta U=kT^2C,\qquad \beta\sigma=\sqrt c .
\end{equation}
Let $\delta=\ln(T_2/T_1)$. Writing $\beta_{1,2}=\sqrt{\beta_1\beta_2}\,e^{\pm\delta/2}$ gives $\Delta\beta/\bar\beta=2\tanh(\delta/2)=\delta(1-\delta^2/12+\dots)$, so $\Delta\beta\sigma\simeq\sqrt c\,\delta$ and $\langle p\rangle\simeq\operatorname{erfc}(\sqrt c\,\delta/2)$. Uniform acceptance fixes
\begin{equation}
\Delta\beta\,\sigma=\ell\equiv2\operatorname{erfc}^{-1}p^*,\qquad\delta\simeq\ell/\sqrt c ,
\end{equation}
and the dropped term $\delta^2/12$ is of relative order $1/c$. The centres of the histograms separate as $\Delta U\simeq CT\delta\propto N\delta$ while their widths grow as $\sqrt N$, so a fixed overlap needs $\delta\propto N^{-1/2}$.

A ladder of $n$ intervals has $\sum\Delta\beta\,\sigma(\bar\beta)=n\ell$, and the sum is the midpoint rule for $\int\sigma\,d\beta$. Taylor expansion about $\bar\beta$ gives $\int\sigma\,d\beta=\Delta\beta\,\sigma\,(1+\Delta\beta^2\sigma''/24\sigma)$ per interval. Differentiating $\sigma=\kappa_2^{1/2}$ twice gives $\sigma''/\sigma=\kappa_4/2\kappa_2-\kappa_3^2/4\kappa_2^2$, which is independent of $N$ for extensive cumulants, while $\Delta\beta^2=\ell^2/\kappa_2\propto1/N$. With $\sigma\,|d\beta|=\sqrt c\;d\ln T$,
\begin{equation}
n\simeq\frac{L}{2\operatorname{erfc}^{-1}p^*},\qquad L=\int_{T_{\min}}^{T_{\max}}\sqrt{c(T)}\;d\ln T,
\label{eq:n}
\end{equation}
up to relative corrections of order $1/N$. The ladder needs $N_{\rm rep}=\lceil n\rceil+1$ replicas, counting both ends. For constant $c$,
\begin{equation}
n\simeq\frac{\sqrt{C/k}\,\ln(T_{\max}/T_{\min})}{2\operatorname{erfc}^{-1}p^*}.
\label{eq:nc}
\end{equation}
Otherwise $\sqrt c$ is replaced by its average $\langle\sqrt c\rangle$ over $\ln T$. The Cauchy--Schwarz inequality gives $\langle\sqrt c\rangle\le\sqrt{\langle c\rangle}\le\sqrt{c_{\max}}$, so the average of $c$ over $\ln T$, or its peak value, inserted in \eqref{eq:nc} bounds \eqref{eq:n} from above; an average of $c$ over $T$ itself carries no such guarantee. The target enters through $n\propto1/\ell$, which diverges as $p^*\to1$ and changes by a factor $2.4$ between $p^*=0.1$ and $0.5$: $\ell=2.326$, $1.627$, $0.954$ for $p^*=0.1$, $0.25$, $0.5$. The count concerns the equilibrium acceptance only and says nothing on how fast a replica travels along the ladder.

\subsection*{(d) Constant heat capacity}

For $d$ harmonic coordinates, $E=r^2/2$ in scaled variables and the shell volume is $\propto r^{d-1}dr\propto E^{d/2-1}dE$. Thus $g\propto E^{c-1}$ with $c=d/2$, $Z\propto\beta^{-c}$, $U=ckT$, and $\kappa_n=(n-1)!\,c/\beta^n$, so that $\gamma=6c/2c^2=3/c$. Conversely, a constant $c$ gives $U=E_0+c/\beta$; integrating $U=-\partial_\beta\ln Z$ gives $Z\propto\beta^{-c}e^{-\beta E_0}$, which is the Laplace transform of $g\propto(E-E_0)^{c-1}$, so the same form holds for any constant $c$ with $E$ measured from $E_0$. The variables $G_i=\beta_iE_i$ are independent with density $\propto G^{c-1}e^{-G}$. The condition $E_1>E_2$ reads $G_1>RG_2$ with $R=T_2/T_1$, or $B\equiv G_2/(G_1+G_2)<1/(1+R)$. Substituting $G_2=BS$, $G_1=(1-B)S$, with Jacobian $S$, the density factorizes into $[B(1-B)]^{c-1}$ and $S^{2c-1}e^{-S}$. By \eqref{eq:exact},
\begin{equation}
\langle p\rangle=2I_{1/(1+R)}(c,c),\qquad I_x(c,c)=\frac{\int_0^x[B(1-B)]^{c-1}dB}{\int_0^1[B(1-B)]^{c-1}dB}.
\label{eq:beta}
\end{equation}
Only $T_2/T_1$ enters, so the uniform ladder is exactly geometric. At $c=50$, $R=1.25$, quadrature of the $\min$ rule and \eqref{eq:beta} both give $0.266231$, against $\operatorname{erfc}(\sqrt c\,\delta/2)=0.2645$.

This case tests part (b). At $c=1600$ and $a=2$, \eqref{eq:beta} minus \eqref{eq:gauss} is $-5.064\times10^{-5}$ and the term in \eqref{eq:corr} is $-5.062\times10^{-5}$. At $a=1.1503$, where \eqref{eq:gauss} gives $0.25$, the error in $\langle p\rangle$ (exact value minus Gaussian formula) falls between $c=400$ and $1600$ by a factor $4.01$ with $\sigma$ at the midpoint and by $1.99$ with $\sigma$ at the cold end, where it is $-1.9\times10^{-2}$ at $c=400$.

For the correction to \eqref{eq:nc} put $z_0=\delta\sqrt{c/2}$. Then $a=\sqrt{2c}\tanh(\delta/2)=z_0(1-z_0^2/6c)$, because $\delta^2/12=z_0^2/6c$, and \eqref{eq:corr} gives
\begin{align}
\langle p\rangle&=2Q(z_0)+\phi(z_0)\left[\frac{z_0^3}{3c}+\frac{z_0-z_0^3}{4c}\right]\nonumber\\
&=2Q(z_0)+\phi(z_0)\,\frac{z_0^3+3z_0}{12c}.
\end{align}
Define $z=\ell/\sqrt2$, so that $p^*=2Q(z)$. Setting $\langle p\rangle=p^*$ and using $2Q(z_0)-2Q(z)\simeq-2\phi\,(z_0-z)$ gives $z_0=z[1+(z^2+3)/24c]$. Since $n\propto1/z_0$, the exact count lies below \eqref{eq:nc} by the fraction $(z^2+3)/24c$. For $z=1.1503$ and $c=24$ this is $4.323/576=7.51\times10^{-3}$, and \eqref{eq:beta} gives $7.49\times10^{-3}$.

\subsection*{(e) The alloy}

The strips are periodic across the 8 sites and free at the ends, with equal AA and BB bond energies and at the chemical potential where A and B are equally favoured, so that no term linear in $s_i$ appears, on the end rows as well as inside. $J>0$ favours unlike neighbours. The density of states is exact: it is accumulated bond by bond as a polynomial in the number of like bonds, and tested against enumeration of a $4\times4$ strip and against a numerical transfer matrix. At 650~K and $N=8M=1024$, $c$ is $1230.1$ from both the curvature of $\ln Z$ and the energy variance. Each exact ladder is built upward from 500~K by solving \eqref{eq:exact} for $\langle p\rangle=0.25$, with the last, partial interval of the alloy ladders measured linearly in $\beta$; the constant-$c$ ladders are geometric and are counted as $n=\ln(T_{\max}/T_{\min})/\delta$.

For $N=1024$ the first interval ends at 537.23~K, so
\begin{align}
\Delta\beta&=\frac{1/500-1/537.23}{0.086173}\ \text{meV}^{-1}=1.608\times10^{-3}\ \text{meV}^{-1},\nonumber\\
\Delta\beta\,\sigma&=1.60828\times10^{-3}\times1010.9=1.6258 ,
\end{align}
and \eqref{eq:gauss} gives $0.2503$. The widths at the two ends, 891 and 1153~meV, are far from equal, yet the midpoint formula is off by only $3\times10^{-4}$ in $p$. Here $\gamma=0.0594$, $a=1.6258/\sqrt2=1.150$ and $\phi(a)=0.206$, so \eqref{eq:corr} adds $(0.0594/12)(-0.370)(0.206)=-3.8\times10^{-4}$, of the observed sign and size; the level spacing $d=2J=50$~meV, which \eqref{eq:corr} ignores, adds $(d^2/12\sigma^2)\,a\,\phi(a)=+0.5\times10^{-4}$ for smooth level weights. Here the weights are not quite smooth: the parity of the number of like bonds is fixed by the product of the spins in the two end rows, so in the ordered range even and odd levels alternate in weight, and the term is nearer $+0.6\times10^{-4}$. The shift $\Delta U=1665.0$~meV exceeds $\Delta\beta\sigma^2=1643.5$~meV by 1.3\% of the latter. This is the midpoint-rule term of $\Delta U=\int\kappa_2\,d\beta$, whose relative size is $\Delta\beta^2\kappa_4/24\kappa_2=(\Delta\beta\sigma)^2\gamma/12=1.6258^2\times0.0594/12=0.013$. Over the whole ladder the largest absolute errors in $p$ are $0.0003$ for \eqref{eq:gauss} and $0.0033$ for \eqref{eq:ovl}.

The heat capacity rises from $c=428$ at 500~K to a peak of 1231 near 653~K (652~K on a 2~K grid) and falls to 92 at 1500~K. Its integral is $L=23.595$, or $\langle\sqrt c\rangle=23.595/1.0986=21.48$, so
\begin{equation}
n\simeq\frac{21.48\times1.0986}{1.6268}=14.50,\qquad N_{\rm rep}=16 .
\end{equation}
The exact ladder has rungs at 1383.3 and 1639.9~K on either side of 1500~K, and
\begin{equation}
n=14+\frac{1/1383.3-1/1500}{1/1383.3-1/1639.9}=14.497 .
\end{equation}
The upper bounds from $\sqrt{\langle c\rangle}=23.03$ and $\sqrt{c_{\max}}=35.08$ are $15.55$ and $23.69$. At the peak, $\delta=1.6268/35.08=0.0464$ or $\Delta T\simeq30$~K, matching the step from 631.4 to 661.5~K. A geometric ladder of 16 replicas has $\delta=1.0986/15=0.073$ everywhere, and its exact acceptance ranges from $0.070$ to $0.604$, since the argument $\sqrt c\,\delta/2$ follows $\sqrt c$.

\begin{center}
\begin{tabular}{lrrrr}
system & $n$, Eq.~\eqref{eq:n} & $n$ exact & deviation & $N_{\rm rep}$\\
alloy, $N=64$ & 3.462 & 3.448 & $-0.41\%$ & 5\\
alloy, $N=128$ & 5.024 & 5.021 & $-0.07\%$ & 7\\
alloy, $N=256$ & 7.190 & 7.183 & $-0.11\%$ & 9\\
alloy, $N=512$ & 10.227 & 10.220 & $-0.06\%$ & 12\\
alloy, $N=1024$ & 14.503 & 14.497 & $-0.04\%$ & 16\\
constant $c=24$ & 3.308 & 3.284 & $-0.75\%$ & 5\\
constant $c=96$ & 6.617 & 6.604 & $-0.19\%$ & 8\\
constant $c=384$ & 13.233 & 13.227 & $-0.047\%$ & 15\\
constant $c=1536$ & 26.466 & 26.463 & $-0.012\%$ & 28
\end{tabular}
\end{center}

The deviation is that of the exact count relative to Eq.~\eqref{eq:n}. The last row is 1024 atoms with three classical oscillators each, $c=3\times1024/2=1536$, with temperature ratio $1.0424$ per step: over this range the vibrations alone demand more replicas than the ordering alone. The constant-$c$ deviations fall as $1/c$, as derived. The alloy deviations are small already at $N=64$ but do not fall as a clean $1/N$, and they grow from $N=128$ to 256. The interpolation of the last interval produces such an irregularity. Measuring a fraction $f$ of that interval linearly in $\beta$ ignores the change of $\sigma$ across it, an error in $n$ of size $\tfrac12f(1-f)\,\Delta\beta\,|\partial_\beta\ln\sigma|$. Relative to $n$ it is of order $1/N$, but its prefactor $f(1-f)$ changes from row to row and nearly vanishes at $N=128$, where $f\approx0.02$.

The size exponent between $N=512$ and 1024 is $\log_2(14.497/10.220)=0.504$. The Gaussian count gives the same, $\log_2(23.595/16.637)=0.504$, so the excess over $1/2$ lies in $c(T)$ itself and not in the Gaussian approximation. For a long strip the largest eigenvalue of the transfer matrix gives $\ln Z$ a part linear in $M$ plus an $M$-independent part from the free ends, so $c$ is not strictly proportional to $N$; that this accounts for the excess was not tested separately. A strip of fixed width has extensive cumulants in $M$ even at its heat-capacity peak, so the table does not probe a true phase transition.

An actual replica-exchange run (heat-bath sweeps with one swap attempt each, $N=128$, 700 and 820~K, 128 independent pairs) accepted a fraction $0.281\pm0.003$ of the swaps, where the exact average is $0.2830$ and \eqref{eq:gauss} gives $0.2826$. These values come from the numerical check that follows.

\section*{Computed values}
\begin{verbatim}
kB = 0.086173 meV/K, J = 25.0 meV, T = 500.0..1500.0 K, ln ratio = 1.0986
p* = 0.1: 2 erfcinv(p*) = 2.3262
p* = 0.25: 2 erfcinv(p*) = 1.6268
p* = 0.5: 2 erfcinv(p*) = 0.9539
z = sqrt2 erfcinv(p*) = 1.1503
Gaussian, dbeta*sigma = 1.50: quadrature 0.28884437, erfc 0.28884437
c = 50, T2/T1 = 1.25: quadrature 0.26623120, beta law 0.26623120, erfc 0.264543
c = 1600, a = 0.5000: exact - Gauss = 2.0628e-05, kurtosis term = 2.0629e-05
c = 1600, a = 1.1503: exact - Gauss = -1.1972e-05, kurtosis term = -1.1962e-05
c = 1600, a = 2.0000: exact - Gauss = -5.0636e-05, kurtosis term = -5.0617e-05
error c=400,1600, sigma at midpoint: -4.800e-05, -1.197e-05, ratio 4.010
error c=400,1600, sigma at cold end: -1.904e-02, -9.576e-03, ratio 1.988
const c = 24: delta = 0.33458, n exact = 3.284, n Gauss = 3.308, deficit 7.49e-03 (pred 7.51e-03)
const c = 96: delta = 0.16635, n exact = 6.604, n Gauss = 6.617, deficit 1.88e-03 (pred 1.88e-03)
const c = 384: delta = 0.08306, n exact = 13.227, n Gauss = 13.233, deficit 4.69e-04 (pred 4.69e-04)
const c = 1536: delta = 0.04151, n exact = 26.463, n Gauss = 26.466, deficit 1.17e-04 (pred 1.17e-04)
c = 1536: T ratio = 1.0424, replicas = 28
N = 1024, 650 K: c from lnZ curvature 1230.08, from variance 1230.11
N = 64: L = 5.632, n Gauss = 3.462, n exact = 3.448, rel -0.0041
N = 128: L = 8.173, n Gauss = 5.024, n exact = 5.021, rel -0.0007
N = 256: L = 11.697, n Gauss = 7.190, n exact = 7.183, rel -0.0011
N = 512: L = 16.637, n Gauss = 10.227, n exact = 10.220, rel -0.0006
N = 1024: L = 23.595, n Gauss = 14.503, n exact = 14.497, rel -0.0004
size exponent N = 512 -> 1024: 0.5043
N = 1024: replicas = 16; ladder in K (last rung passes Tmax):
  500.0 537.2 570.7 601.7 631.4 661.5 693.4 729.1
  771.0 821.8 885.0 964.9 1067.4 1201.8 1383.3 1639.9
max |p exact - formula| on ladder: midpoint 0.00031, overlap 0.00330
first interval: 500.00 -> 537.23 K, dbeta = 1.60828e-03 1/meV
  sigma1, mid, 2 = 891.2, 1010.9, 1153.3 meV
  dU = 1665.0 meV, dbeta*sigma^2 = 1643.5 meV
  dbeta*sigma = 1.6258, p Gauss = 0.2503, gamma = 0.0594
c(Tmin) = 427.8, c(Tmax) = 91.9, peak c = 1230.7 at 652 K
<sqrt c> = 21.48, sqrt<c> = 23.03, sqrt c_max = 35.08
n from sqrt<c> = 15.55, from c_max = 23.69
at peak: delta = 0.0464, dT = 30.2 K
geometric ladder, 16 replicas: p from 0.070 to 0.604
MC: N = 128, 700.0/820.0 K, 128 pairs, 200+500 sweeps
  p MC = 0.2809 +- 0.0027, exact = 0.2830, Gauss = 0.2826
\end{verbatim}
